# Effective mass of an s-orbital chain with neighbour overlap: a program that tests the result

```python
# Result under test: a chain of s orbitals with on-site energy e, neighbour
# element -t, neighbour overlap S and spacing a has the band-bottom mass
#     m = hbar^2 (1+2S)^2 / (2 a^2 (t+S e)),   |S| < 1/2,  t+S e > 0.
# Energies in eV, lengths in nm, masses in free-electron masses.
# x = k a is the Bloch phase per site; tau = t + S e.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.optimize import brentq

HB2 = const.hbar**2 / (const.m_e * const.e) * 1e18   # hbar^2/m_e, eV nm^2


def links(n, x, reach=1):
    """Neighbour matrix of an n-site ring, twist n*x on the closing bonds."""
    m = np.zeros((n, n), complex)
    for j in range(n):
        m[j, (j + reach) % n] += np.exp(1j * n * x) if j + reach >= n else 1
    return m + m.conj().T


def ring_levels(e, t, S, x, n=8):
    A = links(n, x)
    return eigh(e * np.eye(n) - t * A, np.eye(n) + S * A, eigvals_only=True)


def cubic_bottom(e, t, S, x, n=3):
    one, A, B = np.eye(n), links(n, x), links(n, 0.0)
    net = (np.kron(np.kron(A, one), one) + np.kron(np.kron(one, B), one)
           + np.kron(np.kron(one, one), B))
    unit = np.eye(n**3)
    return eigh(e * unit - t * net, unit + S * net, eigvals_only=True)[0]


def mass_from_twist(level, a, x=0.04):
    """Mass from the curvature of a level with twist, extrapolated to x=0."""
    def ratio(y):
        return (level(y) - level(0.0)) / y**2
    return HB2 / (2 * a**2 * (4 * ratio(x / 2) - ratio(x)) / 3)


def mass_formula(e, t, S, a):
    return HB2 * (1 + 2 * S)**2 / (2 * a**2 * (t + S * e))


def band(e, t, S, x):
    return (e - 2 * t * mp.cos(x)) / (1 + 2 * S * mp.cos(x))


# Example parameters, vacuum as energy zero
a, e, t, S = 0.32, 0.8, 3.0, 0.15
tau = t + S * e
m = mass_formula(e, t, S, a)

# Bottom mass against diagonalized rings, several parameter sets
for p in [(e, t, S), (-5.0, 1.2, 0.2), (2.0, 0.5, -0.1), (1.0, 1.0, 0.0)]:
    found = mass_from_twist(lambda x: ring_levels(*p, x)[0], a)
    assert abs(found / mass_formula(*p, a) - 1) < 1e-6
m_ring = mass_from_twist(lambda x: ring_levels(e, t, S, x)[0], a)

# Negative tau: the minimum sits at the zone boundary
p = (-5.0, 0.5, 0.2)
boundary_mass = HB2 * (1 - 2 * p[2])**2 / (2 * a**2 * abs(p[1] + p[2] * p[0]))
found = mass_from_twist(lambda x: ring_levels(*p, x)[0], a)
assert abs(found / boundary_mass - 1) < 1e-6
assert abs(ring_levels(*p, 0)[0] - (p[0] + 2*p[1]) / (1 - 2*p[2])) < 1e-10

# The overlap matrix loses positivity beyond S = 1/2
assert np.linalg.eigvalsh(np.eye(8) + 0.49 * links(8, 0))[0] > 0
assert np.linalg.eigvalsh(np.eye(8) + 0.51 * links(8, 0))[0] < 0

# Band edges, width and top mass
levels = ring_levels(e, t, S, 0)
bottom, top = levels[0], levels[-1]
width = 4 * tau / (1 - 4 * S**2)
assert abs(top - bottom - width) < 1e-10
assert abs(bottom - (e - 2 * t) / (1 + 2 * S)) < 1e-10
m_top = -HB2 * (1 - 2 * S)**2 / (2 * a**2 * tau)
found = mass_from_twist(lambda x: ring_levels(e, t, S, x)[-1], a)
assert abs(found / m_top - 1) < 1e-6

# Energy zero moved to the band bottom: levels shift rigidly, mass stays
e_b, t_b = e - bottom, t + bottom * S
assert np.allclose(ring_levels(e_b, t_b, S, 0.1),
                   ring_levels(e, t, S, 0.1) - bottom, atol=1e-10)
assert abs(e_b - 2 * t_b) < 1e-10
m_b = HB2 * (1 + 2 * S) / (2 * a**2 * t_b)
assert abs(m_b / m_ring - 1) < 1e-6

# Quartic correction to the parabola
series = mp.taylor(lambda x: band(e, t, S, x), 0, 4)
quartic = S / (1 + 2 * S) - 1 / 12
assert abs(float(series[4] / series[2]) - quartic) < 1e-5

# Cubic net with the same matrix elements
m_cubic = HB2 * (1 + 6 * S)**2 / (2 * a**2 * tau)
found = mass_from_twist(lambda x: cubic_bottom(e, t, S, x), a)
assert abs(found / m_cubic - 1) < 1e-6


# Second neighbours: overlap of two exponential orbitals, R = distance*decay
def exp_overlap(R):
    return np.exp(-R) * (1 + R + R**2 / 3)


R1 = brentq(lambda R: exp_overlap(R) - S, 1, 15)
for R in (R1, 2 * R1):      # independent value from the momentum density
    direct = quad(lambda q: 32 / np.pi * q**2 * np.sinc(q * R / np.pi)
                  / (1 + q**2)**4, 0, 60, limit=500)[0]
    assert abs(direct - exp_overlap(R)) < 1e-7
S2 = exp_overlap(2 * R1)
tau2 = tau * S2 / S         # assumed: t+Se scales with the overlap
t2 = tau2 - S2 * e


def bottom_two_shells(x, n=8):
    A, B, unit = links(n, x), links(n, x, 2), np.eye(n)
    return eigh(e * unit - t * A - t2 * B, unit + S * A + S2 * B,
                eigvals_only=True)[0]


m_second = mass_from_twist(bottom_two_shells, a)

# Band filling: spherical band of mass m
density = 1e19                                   # cm^-3
kF = (3 * np.pi**2 * density * 1e-21)**(1 / 3)   # nm^-1
EF = HB2 * kF**2 / (2 * m)
kT = const.k * 300 / const.e


def momentum_mass(energy, k, h=1e-3):
    return HB2 * k * 2 * h / (energy(k + h) - energy(k - h))


m_chain_F = momentum_mass(lambda k: float(band(e, t, S, k * a)), kF)
gap = 3.4                                        # eV, rough
P = np.sqrt((1 / m - 1) * gap * HB2 / 2)         # eV nm, two-band coupling


def two_band(k):
    free = HB2 * k**2 / 2
    return np.linalg.eigvalsh([[gap + free, P * k], [P * k, free]])[1]


assert abs(momentum_mass(two_band, 0.01) / m - 1) < 1e-3
m_two_F = momentum_mass(two_band, kF)

# Polar phonons, weak coupling, zero temperature; rough inputs
phonon, eps_inf, eps_0 = 0.09, 5.3, 9.5
rydberg = const.value('Rydberg constant times hc in eV')
alpha = (1 / eps_inf - 1 / eps_0) * np.sqrt(rydberg * m / phonon)


def polaron_shift(k):
    """Second-order energy lowering / (alpha * phonon energy)."""
    def shell(q):
        return np.log1p(4*k*q / (1 + q*q - 2*k*q)) / (2 * k * q)
    return quad(shell, 0, np.inf, epsabs=1e-11, epsrel=1e-11)[0] / np.pi


k_small = 0.05
assert abs((polaron_shift(k_small) - 1) / k_small**2 - 1 / 6) < 5e-4
m_polaron = m / (1 - alpha / 6)


def change(value):
    return 100 * (value / m - 1)


print(f"hbar^2/m_e = {HB2:.5f} eV nm^2")
print(f"spacing a = {a:.2f} nm")
print(f"on-site e = {e:.2f} eV, t = {t:.2f} eV (vacuum zero)")
print(f"overlap S = {S:.2f}")
print(f"t+Se = {tau:.3f} eV")
print(f"(1+2S)^2 = {(1 + 2*S)**2:.3f}")
print(f"band bottom = {bottom:.3f} eV, band top = {top:.3f} eV")
print(f"band width = {width:.3f} eV")
print(f"bottom mass, formula = {m:.4f} m_e")
print(f"bottom mass, twisted ring = {m_ring:.4f} m_e")
print(f"bottom mass, formula = {m * const.m_e:.3e} kg")
print(f"top mass = {m_top:.4f} m_e")
print(f"zero at band bottom: e = {e_b:.3f} eV, t = {t_b:.3f} eV")
print(f"mass with that zero = {m_b:.4f} m_e")
print(f"hbar^2/(2a^2 t), vacuum zero = {HB2/(2*a*a*t):.4f} m_e")
print(f"hbar^2/(2a^2 t), bottom zero = {HB2/(2*a*a*t_b):.4f} m_e")
print(f"norm factor dropped, t+Se kept = {HB2/(2*a*a*tau):.4f} m_e")
print(f"Se dropped, norm kept, vacuum zero = "
      f"{HB2*(1+2*S)**2/(2*a*a*t):.4f} m_e")
print(f"Se dropped, norm kept, bottom zero = "
      f"{HB2*(1+2*S)**2/(2*a*a*t_b):.4f} m_e")
print(f"quartic coefficient of (ka)^2 = {quartic:.4f}")
print(f"cubic net: (1+6S)^2 = {(1 + 6*S)**2:.3f}")
print(f"cubic net: mass = {m_cubic:.4f} m_e, {change(m_cubic):+.1f} %")
print(f"second neighbour: S2 = {S2:.5f}, t2+S2e = {tau2:.4f} eV")
print(f"second neighbour: mass = {m_second:.4f} m_e, "
      f"{change(m_second):+.1f} %")
print(f"density = {density:.1e} cm^-3, kF = {kF:.4f} nm^-1")
print(f"kF a = {kF * a:.4f}")
print(f"Fermi energy above bottom = {EF:.4f} eV")
print(f"kT at 300 K = {kT:.4f} eV")
print(f"chain momentum mass at kF: {change(m_chain_F):+.2f} %")
print(f"two-band gap (rough) = {gap:.1f} eV")
print(f"two-band momentum mass at kF: {change(m_two_F):+.2f} %")
print(f"phonon energy (rough) = {phonon:.2f} eV")
print(f"permittivities (rough) = {eps_inf:.1f} and {eps_0:.1f}")
print(f"polaron coupling alpha = {alpha:.3f}")
print(f"polaron mass = {m_polaron:.4f} m_e, {change(m_polaron):+.1f} %")
print("OK")
```

Running it gives:

```
hbar^2/m_e = 0.07620 eV nm^2
spacing a = 0.32 nm
on-site e = 0.80 eV, t = 3.00 eV (vacuum zero)
overlap S = 0.15
t+Se = 3.120 eV
(1+2S)^2 = 1.690
band bottom = -4.000 eV, band top = 9.714 eV
band width = 13.714 eV
bottom mass, formula = 0.2015 m_e
bottom mass, twisted ring = 0.2015 m_e
bottom mass, formula = 1.836e-31 kg
top mass = -0.0584 m_e
zero at band bottom: e = 4.800 eV, t = 2.400 eV
mass with that zero = 0.2015 m_e
hbar^2/(2a^2 t), vacuum zero = 0.1240 m_e
hbar^2/(2a^2 t), bottom zero = 0.1550 m_e
norm factor dropped, t+Se kept = 0.1193 m_e
Se dropped, norm kept, vacuum zero = 0.2096 m_e
Se dropped, norm kept, bottom zero = 0.2620 m_e
quartic coefficient of (ka)^2 = 0.0321
cubic net: (1+6S)^2 = 3.610
cubic net: mass = 0.4305 m_e, +113.6 %
second neighbour: S2 = 0.00578, t2+S2e = 0.1201 eV
second neighbour: mass = 0.1778 m_e, -11.8 %
density = 1.0e+19 cm^-3, kF = 0.6665 nm^-1
kF a = 0.2133
Fermi energy above bottom = 0.0840 eV
kT at 300 K = 0.0259 eV
chain momentum mass at kF: -0.29 %
two-band gap (rough) = 3.4 eV
two-band momentum mass at kF: +3.07 %
phonon energy (rough) = 0.09 eV
permittivities (rough) = 5.3 and 9.5
polaron coupling alpha = 0.460
polaron mass = 0.2183 m_e, +8.3 %
OK
```
